# When dopant-vacancy pairs add their full binding energy to conduction: verification in Python

```python
"""
Result under test: simple dopant-vacancy pairs add the FULL binding energy to
the activation energy at low temperature when there are two dopants per
vacancy (trivalent), but HALF of it when there is one (divalent).

Concentrations are per cation site of a fluorite oxide:
c = dopants, n = all vacancies, v = free vacancies, p = n-v = pairs,
m = c-n+v = unpaired dopants, z = oxygen sites next to one dopant,
g = 2-z*c = oxygen sites away from dopants, E = binding energy (positive).
Mass action: v*m/p = K = (g/z)*exp(-E/kT).
Association contribution to activation energy: E/(1+v/m+v/p).

The independent side is a canonical partition sum over all possible numbers
of free vacancies in a finite crystal; it does not use mass action.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.special import gammaln, logsumexp

k_ev = Boltzmann / elementary_charge
binding = 0.40
migration = 0.60
z = 8
cations = 400000


def log_choose(total, chosen):
    return (gammaln(total + 1) - gammaln(chosen + 1)
            - gammaln(total - chosen + 1))


def canonical(dopants, vacancies, temperature):
    """Return log partition function and mean number of free vacancies."""
    free_sites = 2 * cations - z * dopants
    free = np.arange(max(0, vacancies - dopants), vacancies + 1)
    paired = vacancies - free
    log_weight = (log_choose(dopants, paired) + log_choose(free_sites, free)
                  + paired * (np.log(z) + binding / (k_ev * temperature)))
    log_sum = logsumexp(log_weight)
    return log_sum, np.sum(free * np.exp(log_weight - log_sum))


def counted_free(c, n, temperature):
    dopants, vacancies = round(c * cations), round(n * cations)
    return canonical(dopants, vacancies, temperature)[1] / cations


def counted_fraction(c, n, temperature):
    """Slope contribution divided by E, from a finite difference in 1/kT."""
    step = 1e-3
    beta = 1 / (k_ev * temperature)
    colder = counted_free(c, n, temperature / (1 + step))
    hotter = counted_free(c, n, temperature / (1 - step))
    return -np.log(colder / hotter) / (2 * step * beta * binding)


def counted_potential(c, n, temperature):
    dopants, vacancies = round(c * cations), round(n * cations)
    above = canonical(dopants, vacancies + 1, temperature)[0]
    below = canonical(dopants, vacancies - 1, temperature)[0]
    return -k_ev * temperature * (above - below) / 2


def pair_constant(c, temperature):
    return (2 - z * c) / z * np.exp(-binding / (k_ev * temperature))


def formula_free(c, n, temperature):
    constant = pair_constant(c, temperature)
    b = c - n + constant
    return 2 * constant * n / (b + np.sqrt(b * b + 4 * constant * n))


def formula_fraction(c, n, temperature):
    v = formula_free(c, n, temperature)
    return 1 / (1 + v / (c - n + v) + v / (n - v))


n = 0.005
cases = {"trivalent": 2 * n, "divalent": n}
c3, c2 = cases["trivalent"], cases["divalent"]
t_half = binding / (k_ev * np.log(2 * (2 - z * c3) / (z * c3)))
temperatures = [500.0, 700.0, 900.0, t_half, 1500.0]

print(f"binding energy E = {binding:.2f} eV")
print(f"migration energy Hm = {migration:.2f} eV")
print(f"oxygen sites next to a dopant z = {z}")
print(f"total vacancies n = {n:.4f} per cation")
print(f"cations in partition sum = {cations}")
print(f"trivalent half-contribution temperature T* = {t_half:.1f} K")

for name, c in cases.items():
    print(f"{name}: dopants c = {c:.4f}, free sites g = {2-z*c:.3f} per cation")
    for temperature in temperatures:
        v = counted_free(c, n, temperature)
        fraction = counted_fraction(c, n, temperature)
        assert abs(v / formula_free(c, n, temperature) - 1) < 0.01
        assert abs(fraction - formula_fraction(c, n, temperature)) < 0.01
        alpha = v / n
        if name == "trivalent":
            closed = (1 - alpha**2) / (1 + 2 * alpha - alpha**2)
        else:
            closed = (1 - alpha) / (2 - alpha)
            assert fraction < 0.5
        assert abs(fraction - closed) < 0.01
        print(f" T={temperature:.1f} K: K={pair_constant(c, temperature):.3e},"
              f" v={v:.3e} per cation")
        print(f"  free fraction={alpha:.4f}, added={fraction:.3f} E"
              f" = {fraction*binding:.3f} eV")

assert counted_fraction(c3, n, 500.0) > 0.98
assert abs(counted_fraction(c2, n, 500.0) - 0.5) < 0.03
assert abs(counted_fraction(c3, n, t_half) - 0.5) < 0.01
assert abs(counted_free(c3, n, t_half) / n - (np.sqrt(2) - 1)) < 0.005

cold, warm = 500.0, 700.0
trap_level = -binding - k_ev * cold * np.log(z)
print(f"trap level -E-kT ln z at 500 K = {trap_level:.4f} eV")
for name, c in cases.items():
    potential = counted_potential(c, n, cold)
    expected = k_ev * cold * np.log(formula_free(c, n, cold) / (2 - z * c))
    assert abs(potential - expected) < 5e-4
    if name == "trivalent":
        assert abs(potential - trap_level) < 1e-3
    else:
        assert potential > trap_level + 0.05
    print(f"{name} vacancy chemical potential, 500 K = {potential:.4f} eV")

ratio3 = counted_free(2 * c3, 2 * n, cold) / counted_free(c3, n, cold)
ratio2 = counted_free(2 * c2, 2 * n, cold) / counted_free(c2, n, cold)
assert abs(ratio3 - 1) < 0.05
assert abs(ratio2 / np.sqrt(2) - 1) < 0.03
print(f"free vacancies on doubling doping, 500 K, trivalent: x {ratio3:.3f}")
print(f"free vacancies on doubling doping, 500 K, divalent: x {ratio2:.3f}")

beta_gap = 1 / (k_ev * cold) - 1 / (k_ev * warm)
activation = {}
for name, c in cases.items():
    free_ratio = counted_free(c, n, cold) / counted_free(c, n, warm)
    activation[name] = migration - np.log(free_ratio) / beta_gap
    print(f"{name} mean activation energy, 500-700 K ="
          f" {activation[name]:.3f} eV")

false_binding = 2 * (activation["trivalent"] - migration)
true_drop = np.exp(-activation["trivalent"] * beta_gap)
half_rule_drop = np.exp(-(migration + binding / 2) * beta_gap)
assert false_binding > 1.8 * binding
print(f"half-rule activation energy = {migration+binding/2:.3f} eV")
print(f"trivalent binding inferred by half rule = {false_binding:.3f} eV")
print(f"trivalent sigma*T ratio, 500 K/700 K = {true_drop:.3e}")
print(f"same ratio predicted by half rule = {half_rule_drop:.3e}")
print(f"half-rule overestimate at 500 K = x {half_rule_drop/true_drop:.2f}")
print("tests ok")
```

It prints:

```
binding energy E = 0.40 eV
migration energy Hm = 0.60 eV
oxygen sites next to a dopant z = 8
total vacancies n = 0.0050 per cation
cations in partition sum = 400000
trivalent half-contribution temperature T* = 1199.1 K
trivalent: dopants c = 0.0100, free sites g = 1.920 per cation
 T=500.0 K: K=2.230e-05, v=2.210e-05 per cation
  free fraction=0.0044, added=0.991 E = 0.396 eV
 T=700.0 K: K=3.165e-04, v=2.825e-04 per cation
  free fraction=0.0565, added=0.898 E = 0.359 eV
 T=900.0 K: K=1.381e-03, v=9.425e-04 per cation
  free fraction=0.1885, added=0.719 E = 0.288 eV
 T=1199.1 K: K=5.000e-03, v=2.070e-03 per cation
  free fraction=0.4140, added=0.500 E = 0.200 eV
 T=1500.0 K: K=1.087e-02, v=2.895e-03 per cation
  free fraction=0.5789, added=0.365 E = 0.146 eV
divalent: dopants c = 0.0050, free sites g = 1.960 per cation
 T=500.0 K: K=2.277e-05, v=3.256e-04 per cation
  free fraction=0.0651, added=0.484 E = 0.194 eV
 T=700.0 K: K=3.231e-04, v=1.119e-03 per cation
  free fraction=0.2238, added=0.437 E = 0.175 eV
 T=900.0 K: K=1.410e-03, v=2.041e-03 per cation
  free fraction=0.4082, added=0.372 E = 0.149 eV
 T=1199.1 K: K=5.104e-03, v=3.106e-03 per cation
  free fraction=0.6212, added=0.275 E = 0.110 eV
 T=1500.0 K: K=1.110e-02, v=3.738e-03 per cation
  free fraction=0.7476, added=0.201 E = 0.081 eV
trap level -E-kT ln z at 500 K = -0.4896 eV
trivalent vacancy chemical potential, 500 K = -0.4900 eV
divalent vacancy chemical potential, 500 K = -0.3749 eV
free vacancies on doubling doping, 500 K, trivalent: x 0.963
free vacancies on doubling doping, 500 K, divalent: x 1.415
trivalent mean activation energy, 500-700 K = 0.984 eV
divalent mean activation energy, 500-700 K = 0.786 eV
half-rule activation energy = 0.800 eV
trivalent binding inferred by half rule = 0.769 eV
trivalent sigma*T ratio, 500 K/700 K = 1.464e-03
same ratio predicted by half rule = 4.967e-03
half-rule overestimate at 500 K = x 3.39
tests ok
```
